# First-Passage Kinetic Monte Carlo for Atoms Crossing a Columnar Barrier

## Two layers, by hand

Take a barrier of two atomic layers, numbered 0 and 1, in which an atom hops up or down with rate \(\Gamma\) per direction. It starts in layer 0, cannot go back into the metal it came from, and has penetrated when it hops out of layer 1. Let \(T_0\) and \(T_1\) be the mean times to exit from the two layers. From layer 0 there is one possible hop, with mean wait \(1/\Gamma\). From layer 1 there are two, so the mean wait is \(1/(2\Gamma)\), and half of the hops lead back:

\[
T_0=\frac1\Gamma+T_1,\qquad T_1=\frac1{2\Gamma}+\frac12T_0 .
\]

Substituting the second equation into the first gives \(T_0/2=3/(2\Gamma)\), so \(T_0=3/\Gamma\). One layer would take \(1/\Gamma\). Doubling the thickness has tripled the time, because the atom can return.

A kinetic Monte Carlo driver fed with energies from an electronic-structure program does this bookkeeping for many sites by random sampling. The setting treated here is its first-passage mode: each atom is followed until it leaves the barrier, and its exit time is recorded. The user chooses the site and saddle energies, the lattice, the entrance rule, the number of atoms and the quantity to report.

## What the energies mean

The barrier has layers \(z=0,\dots,L-1\). Its grains are parallel plates separated by flat grain boundaries. A cross-section has \(W\ge3\) columns, repeated periodically; column 0 is the boundary and the others are grain. Hops along the plates change neither column nor layer, and the rates do not depend on that coordinate, so these hops can be left out.

Let site \(i\) have energy \(\varepsilon_i\), and let the saddle between \(i\) and \(j\) have energy \(S_{ij}=S_{ji}\). With a common attempt frequency \(\nu\), the thermally activated rate is

\[
k_{ij}=\nu\,e^{-(S_{ij}-\varepsilon_i)/k_BT}.
\]

Then \(e^{-\varepsilon_i/k_BT}k_{ij}=\nu e^{-S_{ij}/k_BT}\) is symmetric in \(i\) and \(j\), which is detailed balance. It holds because both directions use the same saddle, so the energies entered should be saddles and sites, not unrelated forward and backward barriers.

Set the grain site energy to zero and the boundary site energy to \(-E_s\); positive \(E_s\) means that the atom prefers the boundary. Saddles touching a grain site lie at \(E_g\), and those between boundary sites at \(E_b-E_s\). With \(s=e^{E_s/k_BT}\), the rates are

- \(\Gamma_g=\nu e^{-E_g/k_BT}\) for every hop starting in grain;
- \(\Gamma_b=\nu e^{-E_b/k_BT}\) along the boundary;
- \(\Gamma_g/s\) from the boundary to either neighbouring grain column, since that hop must climb \(E_g+E_s\).

The exit hop has the rate of the column it leaves. Entrance columns are equally likely. The atoms do not interact. Electronvolts, seconds and nanometres are used, because atomic units are unnatural for such slow hops.

## The time step is drawn, not chosen

At site \(i\) each possible hop has its own exponential clock. The probability that none has rung by time \(t\) is \(\prod_j e^{-k_{ij}t}=e^{-K_it}\), where \(K_i=\sum_jk_{ij}\). The probability density that hop \(j\) rings first, at time \(t\), is therefore

\[
k_{ij}e^{-K_it}=\frac{k_{ij}}{K_i}\,\bigl(K_ie^{-K_it}\bigr).
\]

The product form shows that target and waiting time are independent. One draws the target with probability \(k_{ij}/K_i\), advances the clock by \(-\ln u/K_i\) with \(u\) uniform between 0 and 1, and repeats until exit. There is no time-step error to converge; what remains is statistical error.

Averaging over the first hop gives \(T_i=1/K_i+\sum_j(k_{ij}/K_i)T_j\), or, after multiplication by \(K_i\),

\[
\sum_jk_{ij}(T_i-T_j)=1,\qquad T=0\ \text{outside}. \tag{1}
\]

For the mean square time \(M_i\), write the exit time as the first wait \(w\) plus an independent remainder. Since \(\langle w^2\rangle=2/K_i^2\),

\[
M_i=\frac2{K_i^2}+\frac2{K_i}\sum_j\frac{k_{ij}}{K_i}T_j+\sum_j\frac{k_{ij}}{K_i}M_j .
\]

The middle sum equals \(T_i-1/K_i\), which cancels the first term and leaves

\[
\sum_jk_{ij}(M_i-M_j)=2T_i. \tag{2}
\]

## First validation: a uniform lattice

Set all rates equal to \(\Gamma\). The time then depends on \(z\) alone and lateral terms cancel in (1). In layer 0, \(\Gamma(T_0-T_1)=1\). In each later layer,

\[
\Gamma(T_z-T_{z+1})=1+\Gamma(T_{z-1}-T_z),
\]

so \(T_z-T_{z+1}=(z+1)/\Gamma\). Adding these differences from \(z\) to the exit gives

\[
T_z=\frac{L(L+1)-z(z+1)}{2\Gamma},\qquad T_0=\frac{L(L+1)}{2\Gamma}. \tag{3}
\]

For \(L=2\) this returns \(3/\Gamma\). With layer spacing \(a\), thickness \(h=La\) and diffusion coefficient \(D=\Gamma a^2\), the continuum result \(h^2/(2D)=L^2/(2\Gamma)\) is smaller by the factor \(L/(L+1)\). The gap comes from the placing of the planes. With the reflecting plane half a spacing before layer 0 and the exit plane at layer \(L\), the continuum time from layer 0 is \([(L+\frac12)^2-\frac14]a^2/(2D)\), which equals (3). For a thin lattice this placing matters.

The same accumulation in (2) gives \(\Gamma(M_z-M_{z+1})=2\sum_{j\le z}T_j\). Summing over \(z\) counts each \(T_j\) \(L-j\) times. Since \(L(L+1)-j(j+1)=(L-j)(L+j+1)\),

\[
M_0=\frac1{\Gamma^2}\sum_{j=0}^{L-1}(L-j)^2(L+j+1)
=\frac1{\Gamma^2}\sum_{n=1}^{L}n^2(2L+1-n),
\]

with \(n=L-j\). The sums of squares and cubes give

\[
\Gamma^2M_0=\frac{L(L+1)(2L+1)^2}{6}-\frac{L^2(L+1)^2}{4}.
\]

Subtracting \(\Gamma^2T_0^2=L^2(L+1)^2/4\) yields

\[
\operatorname{Var}=\frac{L(L+1)(L^2+L+1)}{6\Gamma^2}. \tag{4}
\]

For large \(L\) the standard deviation is \(\sqrt{2/3}\approx0.82\) of the mean. A relative standard error of 1% in the mean thus needs about \(0.67/0.01^2\approx6700\) atoms.

This check has blind spots. If each wait is replaced by its mean \(1/K_i\), equation (1) is unchanged and the mean stays correct. For a given path the waits are independent with variances \(1/K_i^2\), so the variance falls by the average of \(\sum1/K_i^2\). With one layer, \(K=3\Gamma\) (one exit and two lateral hops), and the loss is \(T_0/K=1/(3\Gamma^2)\), a third of the correct variance. With twelve layers it is at most \(78/3=26\), against a variance of 4082, both in units of \(1/\Gamma^2\): about 0.6%, easily lost in noise. The waiting-time rule is therefore best checked on one layer.

Nor does the uniform mean test the segregation factor. If \(\Gamma_b=\Gamma_g\), a solution depending on \(z\) alone satisfies (1) for any \(s\). A second reference, with unequal columns, is needed.

## Second validation: the columnar lattice

Every column has the same depth operator, multiplied by its own rate. Use the depth modes

\[
\phi_k(z)=\cos[(z+\tfrac12)\theta_k],\quad
\theta_k=\frac{(2k-1)\pi}{2L+1},\quad k=1,\dots,L.
\]

They satisfy \(\phi_k(-1)=\phi_k(0)\), the reflecting entrance, and \(\phi_k(L)=0\), the exit. The cosine addition rule gives

\[
2\phi_k(z)-\phi_k(z+1)-\phi_k(z-1)=\mu_k\phi_k(z),\quad \mu_k=4\sin^2\frac{\theta_k}2 .
\]

These are eigenvectors of a symmetric \(L\times L\) matrix with \(L\) distinct eigenvalues, hence orthogonal and complete.

The right side of (1) must be expanded as \(1=\sum_kc_k\phi_k\). From \(2\sin(\theta/2)\cos[(z+\frac12)\theta]=\sin[(z+1)\theta]-\sin(z\theta)\), the sum over layers telescopes:

\[
\sum_z\phi_k=\frac{\sin L\theta_k}{2\sin(\theta_k/2)}
=\frac{(-1)^{k-1}}2\cot\frac{\theta_k}2 ,
\]

because \(L\theta_k=(2k-1)\pi/2-\theta_k/2\). Likewise,

\[
\sum_z\phi_k^2=\frac L2+\frac{\sin2L\theta_k}{4\sin\theta_k}=\frac{2L+1}4,
\]

because \(2L\theta_k=(2k-1)\pi-\theta_k\). The ratio is

\[
c_k=\frac{2(-1)^{k-1}}{2L+1}\cot\frac{\theta_k}2 .
\]

Now write \(T(x,z)=\sum_kt_k(x)\phi_k(z)\) and drop the index \(k\). In grain, with \(t(W)=t(0)\),

\[
\Gamma_g[\mu t(x)+2t(x)-t(x-1)-t(x+1)]=c .
\]

A constant solution is \(p=c/(\Gamma_g\mu)\). The symmetric homogeneous solution is a hyperbolic cosine about the grain centre, with \(2\cosh\kappa-2=\mu\), or \(\sinh(\kappa/2)=\sin(\theta/2)\). Thus

\[
t(x)=p+[t(0)-p]\frac{\cosh[\kappa(x-W/2)]}{\cosh(\kappa W/2)} .
\]

Call the last fraction \(R\) at \(x=1\). Then \(t(0)-t(1)=[t(0)-p](1-R)\), and \(t(W-1)=t(1)\) by symmetry. The boundary equation is

\[
\Gamma_b\mu t(0)+\frac{2\Gamma_g}{s}(1-R)[t(0)-p]=c,
\]

and with \(\lambda=2\Gamma_g(1-R)/s\),

\[
t(0)=\frac{c+\lambda p}{\Gamma_b\mu+\lambda},\qquad
T(x,0)=\sum_{k=1}^Lt_k(x)\cos\frac{\theta_k}2. \tag{5}
\]

This finite sum is the exact mean for the stated model. It was tested against direct solution of (1) for several sizes and energies.

## Reporting more than the mean

Write (1) as \(AT=1\), with \(A\) the escape-rate matrix. The survival probabilities obey \(dS/dt=-AS\), \(S_i(0)=1\). With equilibrium weights \(\pi_i=e^{-\varepsilon_i/k_BT}\), detailed balance makes \(H_{ij}=\sqrt{\pi_i/\pi_j}\,A_{ij}\) symmetric. Its eigenvectors turn the survival probability into a finite sum of decaying exponentials, from which the time for any passed fraction follows.

The probability \(h_i\) of eventually leaving through the boundary column obeys the first-hop equation \(Ah=b\), where \(b_i\) is the exit rate at the last boundary site and zero elsewhere. These results check the sampled distribution and route, not merely its mean.

## A worked barrier

The following round model parameters describe no particular material: \(L=12\), \(W=16\), spacing 0.25 nm, \(T=700\) K, \(\nu=10^{13}\ \mathrm{s^{-1}}\), \(E_g=1.6\) eV, \(E_b=1.3\) eV and \(E_s=0.1\) eV. The barrier is 3 nm thick and the column pattern repeats every 4 nm. With \(k_BT=0.0603\) eV, the rates are \(\Gamma_g=30.23\ \mathrm{s^{-1}}\) and \(\Gamma_b=4369\ \mathrm{s^{-1}}\), and \(s=5.25\).

For uniform grain, (3) gives \(12\times13/(2\times30.23)=2.580\) s. A simulation of 40000 atoms gives \(2.579\pm0.011\) s, where the error is one standard error. The standard deviations are 2.113 s from (4) and 2.111 s from sampling. The continuum value, 2.381 s, is 8% too low.

For the columnar barrier, (5) averaged over entrance columns gives 0.626 s; sampling gives \(0.628\pm0.003\) s. This mean tests \(s\) only weakly: at fixed \(\Gamma_g\) and \(\Gamma_b\), omitting the factor (\(s=1\)) gives 0.74 s and halving it 0.65 s, but doubling it gives 0.61 s, barely more than four standard errors away. The boundary has shortened the mean by a factor of 4.1, far less than the rate ratio of 145. Even if sideways hops were instantaneous, the atom would spend part of its time on grain sites, and the factor would be only 38, the ratio of the averaged rate (6), derived below, to \(\Gamma_g\). The rest of the gap is due to the sideways walk. With exit from grain ignored, the mean time \(u_x\) to reach the boundary from column \(x\) obeys \(\Gamma_g(2u_x-u_{x-1}-u_{x+1})=1\), \(u_0=u_W=0\), so \(u_x=x(W-x)/(2\Gamma_g)\). Its average over columns is

\[
\frac1W\sum_{x=0}^{W-1}\frac{x(W-x)}{2\Gamma_g}=\frac{W^2-1}{12\Gamma_g}
=\frac{255}{12\times30.23}=0.70\ \mathrm s .
\]

This is the scale of the columnar mean. It is not a lower bound, since some atoms leave directly from grain. Making the boundary ten times faster reduces the mean to 0.587 s, only 6% less.

The first arrivals behave differently. One percent of the atoms have passed after 0.0056 s, 111 times sooner than the mean, while half have passed after 0.434 s. The tenfold faster boundary shortens the 1% time by a factor of 9.8. In this example the 1% time is thus governed by \(\Gamma_b\), and the mean largely by \(\Gamma_g\) and the grain width. The first statement holds because 1% is well below the share \(1/W\approx6\%\) of atoms that enter at the boundary and need no sideways walk. For larger fractions or wider grains the walk through the grain returns: the same tenfold change shortens the 10% time by only 2.5, and with \(W=240\) it shortens the 1% time by only 1.7.

By the exact 1% and 50% times, the simulation had passed 1.095% and 49.99% of its atoms. The first figure is the least close: with a binomial standard error of \(\sqrt{0.01\times0.99/40000}=0.05\%\), it lies 1.9 standard errors high, inside the four allowed by the test. The boundary receives \(1/16\), or 6%, of the entering atoms but releases 85% of those leaving, in both the linear solution and the simulation. The remaining values are in the numerical output.

## When one effective rate is enough

It is tempting to replace the columns by one averaged rate. To see when this works, try, far from the exit,

\[
T(x,z)=\frac{L(L+1)-z(z+1)}{2\Gamma_{\rm eff}}+f(x).
\]

The second difference of \(z(z+1)\) is 2, so the depth hops contribute \(\Gamma_x/\Gamma_{\rm eff}\) to (1), where \(\Gamma_x\) is the depth rate of column \(x\). The lateral terms in \(f\) must supply \(1-\Gamma_x/\Gamma_{\rm eff}\). Multiply the boundary equation by \(s\), each grain equation by 1, and add. The lateral terms cancel in pairs, leaving

\[
s\left(1-\frac{\Gamma_b}{\Gamma_{\rm eff}}\right)+(W-1)\left(1-\frac{\Gamma_g}{\Gamma_{\rm eff}}\right)=0,
\]

\[
\Gamma_{\rm eff}=\frac{s\Gamma_b+(W-1)\Gamma_g}{s+W-1}. \tag{6}
\]

The trial form misses \(T=0\) at the exit by \(f(x)\). The correction solves the equation without a source. Far from the exit its lateral variation dies out, and a linear trend in depth is excluded because the reflecting entrance passes no net current. What survives of the correction is a constant, which adds to \(f(x)\). Averaged over the entrance columns, their sum is a delay \(\delta\) that, once the barrier is thick enough for the lateral variation to die out before the entrance, no longer depends on \(L\):

\[
\langle T\rangle\simeq\frac{L(L+1)}{2\Gamma_{\rm eff}}+\delta .
\]

Here \(\Gamma_{\rm eff}=1155\ \mathrm{s^{-1}}\) and \(\delta=0.670\) s; the test finds the same delay at 1000 and 2000 layers. The averaged rate gives a good mean when \(L(L+1)\gg2\Gamma_{\rm eff}\delta\approx1550\), which means \(L\) well above 39. At 100 layers the exact mean is 15% above the averaged one, and at 1000 layers 0.15%. At 12 layers the averaged rate predicts 0.068 s, too short by a factor of 9.3, because it leaves out the sideways walk to the boundary, which takes most of the time here: atoms that enter at the boundary need only 0.056 s on average.

## Choosing the settings

**Energies.** An error \(\Delta E\) in a barrier multiplies its rate by \(e^{-\Delta E/k_BT}\). At 700 K, 0.05 eV means a factor of 2.3. In the thin-barrier regime of the example, passed fractions well below \(1/W\) call for care with \(E_b\), and the mean with \(E_g\).

**Lattice.** Keep the columns explicit unless only the mean is wanted and the condition above is met. Early arrivals need a thicker barrier still: with the example's rates and 200 layers, the averaged rate gives the mean within 4% but a 1% time that is 38% too long. Compare \((W^2-1)/12\) with \(L(L+1)/2\): here 21 against 78, so the sideways route is quicker on average than crossing the grain.

**Number of atoms.** The columnar standard deviation is 0.652 s, about equal to the mean, so \(N\) atoms give a relative error near \(1/\sqrt N\) in the mean. For a small passed fraction \(q\) the relative error is about \(1/\sqrt{Nq}\): with \(N=40000\) and \(q=0.01\), 5%.

**Entrance.** State how atoms enter. The mean is 0.056 s for entry at the boundary and 0.906 s at the grain centre. If the metal feeds the boundary preferentially, equal column weights are wrong. If atoms can return to the metal, the reflecting condition must be replaced.

**Range of validity.** The model describes independent atoms in a fixed structure, with every neighbouring site always free, as for an interstitial; an atom that must wait for a vacancy is not covered by these rates. It fails when atoms fill or block the boundary, when they alter its barriers, or when the boundary has widely varying sites. More samples cure none of these; the rates or the lattice must change.

## Calculated quantities

```
layers L = 12, columns W = 16, spacing = 0.25 nm
thickness = 3.00 nm, column period = 4.00 nm
temperature = 700 K, kT = 0.060321 eV
attempt frequency = 1.0e+13 1/s
barriers: grain 1.6 eV, boundary 1.3 eV
segregation energy = 0.1 eV, factor s = 5.2477
grain hop rate = 30.2348 1/s
boundary hop rate = 4369.30 1/s
boundary/grain rate ratio = 144.51
boundary-to-grain hop rate = 5.7615 1/s
atoms per simulation = 40000
uniform mean, formula = 2.5798 s
uniform mean, KMC = 2.5790 +- 0.0106 s
uniform std dev, formula = 2.1131 s
uniform std dev, KMC = 2.1114 s
uniform continuum mean = 2.3814 s
uniform hops per atom, KMC = 299.9
columnar mean, mode sum = 0.62597 s
columnar mean, KMC = 0.62832 +- 0.00326 s
columnar std dev, KMC = 0.6519 s
columnar hops per atom, KMC = 182.1
uniform/columnar mean ratio = 4.121
mean, entrance at boundary = 0.05575 s
mean, entrance next to boundary = 0.26226 s
mean, entrance at grain centre = 0.90637 s
time for 1% passed, exact = 0.005634 s
fraction passed by then, KMC = 0.01095
time for 50% passed, exact = 0.43376 s
fraction passed by then, KMC = 0.49985
mean / 1% time = 111.1
exit share of boundary, exact = 0.84740
exit share of boundary, KMC = 0.84745
tenfold faster boundary: mean = 0.58744 s
tenfold faster boundary: 1% time = 0.000577 s
factor gained in mean = 1.066
factor gained in 1% time = 9.767
mixed effective rate = 1154.811 1/s
mixing-rule mean, L = 12: 0.06754 s
exact/mixing-rule mean, L = 12: 9.2676
exact/mixing-rule mean, L = 100: 1.1533
exact/mixing-rule mean, L = 1000: 1.0015
constant delay of thick barrier = 0.6703 s
```
